# Short-range PBE exchange: Fermi-momentum rescaling against the HJS hole

## Problem

A range-separated functional uses semilocal exchange for the short-range interaction $\mathrm{erfc}(\omega u)/u$, where $u$ is the distance between two electrons. For a spin-unpolarised density $n$, define

$$k_F=(3\pi^2n)^{1/3},\qquad s=\frac{|\nabla n|}{2k_Fn},\qquad \nu=\frac{\omega}{k_F},$$

and write the energy with an enhancement factor $F_{SR}$:

$$E_{SR}=\int n\,\varepsilon\,F_{SR}(s,\nu)\,d^3r,\qquad \varepsilon=-\frac{3k_F}{4\pi}.$$

The algebra is in atomic units. At $\nu=0$ the factor should be that of PBE,

$$F(s)=1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa},\qquad \kappa=0.804,\quad \mu=0.219515 .$$

This does not fix $F_{SR}$ at finite $\nu$. Two published constructions are compared.

**Rescaling** (Iikura, Tsuneda, Yanai and Hirao, ITYH). Let $f(\nu)$ be the short-range fraction of exchange in the uniform gas. Replace $k_F$ in its argument by $k_F/\sqrt F$:

$$F_{SR}^{ITYH}=F\,f(\nu\sqrt F).$$

**Model hole** (Henderson, Janesko and Scuseria, HJS). The spherically averaged exchange hole is $nJ(s,y)$ with $y=k_Fu$ and

$$J=\Big\{-\frac{9(1-e^{-Ay^2})}{4y^4}+\Big[\frac{9A}{4y^2}+B+\mathcal C y^2+\mathcal E y^4\Big]e^{-Dy^2}\Big\}e^{-\zeta y^2}.$$

Here $\zeta=s^2H(s)$, $A=0.757211$, $B=-0.106364$, $D=0.609650$, and

$$\mathcal C(s)=C-\frac{s^2}{27(1+s^2/4)}-\frac{\zeta}{2},\qquad C=-0.118649 .$$

$\mathcal E(s)$ is fixed by requiring unit hole charge. The function $H=\sum_{k=2}^{7}a_ks^k/(1+\sum_{k=1}^{9}b_ks^k)$ is a fit that makes the full-range energy reproduce PBE, with

- $a_2,\dots,a_7$: 0.0159941, 0.0852995, −0.160368, 0.152645, −0.0971263, 0.0422061;
- $b_1,\dots,b_9$: 5.33319, −12.4780, 11.0988, −5.11013, 1.71468, −0.610380, 0.307555, −0.0770547, 0.0334840.

Tabulate the two factors at equal $s$ and $\nu$, with $\nu$ formed from the true local $k_F$. Then find $E^{HJS}_{SR}-E^{ITYH}_{SR}$ for neon at $\omega=0.3$ bohr$^{-1}$ (0.567 Å$^{-1}$), using one fixed density.

## First estimate by scaling

A hole of depth of order $n$ and radius $R$ has charge of order $nR^3$ and exchange energy per electron of order $nR^2$. The depth at $u=0$ is $n/2$ without spin polarisation, because an electron excludes only electrons of its own spin there. To multiply the energy by $F$ at fixed depth, the radius must grow by $\sqrt F$. This is the length scaling implied by $k_F\to k_F/\sqrt F$. The charge then grows by $F^{3/2}$, so the rescaled hole contains too much charge wherever $F>1$.

For small $\omega u$,

$$\frac{\mathrm{erfc}(\omega u)}{u}\simeq\frac1u-\frac{2\omega}{\sqrt\pi}.$$

The constant term acts on the hole charge $-q$. With the factor $\tfrac12$ of the exchange energy, it contributes $+\omega q/\sqrt\pi$ per electron. HJS has $q=1$ and ITYH has $q=F^{3/2}$, while their full-range energies agree. Therefore

$$E^{HJS}_{SR}-E^{ITYH}_{SR}\simeq-\frac{\omega}{\sqrt\pi}\int n\,(F^{3/2}-1)\,d^3r .$$

For the self-consistent PBE density of the free neon atom in the cc-pVQZ basis, the integral is 1.964 electrons. The estimate is $-0.3\times1.964/1.7725=-0.332$ hartree, or −9.05 eV. Near the basis-set limit the integral is 1.980 electrons and the estimate −9.12 eV.

The sign says that HJS gives the more negative short-range energy. The magnitude is less secure, since the linear form requires $\omega u\ll1$ across the hole. The true long-range weight $\mathrm{erf}(\omega u)$ saturates at 1, whereas $2\omega u/\sqrt\pi$ keeps growing. The excess charge at large $u$ is thus likely to be overweighted.

## Exact solution

### From a hole to an enhancement factor

The exchange energy per electron is half the interaction with the hole. Using $u=y/k_F$ and $n=k_F^3/(3\pi^2)$,

$$\frac12\,4\pi n\int_0^\infty uJ\,\mathrm{erfc}(\omega u)\,du=\frac{2k_F}{3\pi}\int_0^\infty yJ\,\mathrm{erfc}(\nu y)\,dy .$$

Division by $\varepsilon=-3k_F/(4\pi)$ gives

$$F_{SR}=-\frac89\int_0^\infty yJ\,\mathrm{erfc}(\nu y)\,dy. \tag{1}$$

The hole charge is $4\pi n k_F^{-3}\int y^2J\,dy=-q$, so

$$\int_0^\infty y^2J\,dy=-\frac{3\pi}{4}q. \tag{2}$$

### The uniform gas

The one-particle density matrix of a filled Fermi sphere, divided by $n$, is the average of $e^{i\mathbf q\cdot\mathbf y}$ over a unit sphere, namely $3j_1(y)/y$. The hole is minus half its square:

$$J_0(y)=-\frac12\left[\frac{3j_1(y)}{y}\right]^2 .$$

The square averages $e^{i(\mathbf q_1-\mathbf q_2)\cdot\mathbf y}$ over two points in the sphere. Two unit spheres with centres a distance $q$ apart overlap in the volume $\frac{4\pi}{3}(1-\frac34q+\frac1{16}q^3)$. The distance $q=|\mathbf q_1-\mathbf q_2|$ therefore has probability density

$$P(q)=3q^2\Big(1-\tfrac34q+\tfrac1{16}q^3\Big),\qquad 0\le q\le2,$$

and the angular average of the exponential is $\sin(qy)/(qy)$. Insertion in (1) gives

$$f(\nu)=\frac49\int_0^2\frac{P(q)}{q}\int_0^\infty\sin(qy)\,\mathrm{erfc}(\nu y)\,dy\,dq .$$

Integration by parts turns the inner integral into $[1-e^{-q^2/(4\nu^2)}]/q$. The part without the exponential integrates to $\frac43(2-\frac32+\frac14)=1$. With $q=2t$ and $a=\nu/2$,

$$f=1-\frac83\int_0^1\Big(1-\frac{3t}{2}+\frac{t^3}{2}\Big)e^{-t^2/(4a^2)}dt .$$

Let $g=e^{-1/(4a^2)}$. The three integrals needed are

$$\int_0^1e^{-t^2/(4a^2)}dt=\sqrt\pi\,a\,\mathrm{erf}\frac1{2a},\qquad \int_0^1te^{-t^2/(4a^2)}dt=2a^2(1-g),$$

$$\int_0^1t^3e^{-t^2/(4a^2)}dt=8a^4(1-g)-2a^2g .$$

Collecting them,

$$f=1-\frac{8a}{3}\Big[\sqrt\pi\,\mathrm{erf}\frac1{2a}+(2a-4a^3)g-3a+4a^3\Big]. \tag{3}$$

### The hole behind the rescaling

Put (1) for the uniform gas into the ITYH definition and substitute $z=\sqrt F\,y$. Since $y\,dy=z\,dz/F$, the prefactor $F$ cancels:

$$F f(\nu\sqrt F)=-\frac89\int_0^\infty zJ_0(z/\sqrt F)\,\mathrm{erfc}(\nu z)\,dz .$$

ITYH is thus the energy of the stretched hole $J_0(y/\sqrt F)$. Its depth at $y=0$ is still $-\frac12$. Its integral (2) acquires a factor $F^{3/2}$, which confirms the charge assumed in the estimate.

### The HJS factor

Define $\eta=A+\zeta$ and $\lambda=D+\zeta$. The charge condition needs

$$\int_0^\infty\frac{e^{-\zeta y^2}-e^{-\eta y^2}}{y^2}dy=\int_\zeta^\eta\frac12\sqrt{\frac{\pi}{p}}\,dp=\sqrt\pi(\sqrt\eta-\sqrt\zeta)$$

and the Gaussian moments of order 0, 2, 4 and 6. Equation (2) with $q=1$ becomes

$$-\frac{9\sqrt\pi}{4}(\sqrt\eta-\sqrt\zeta)+\frac{9A\sqrt\pi}{8\lambda^{1/2}}+\frac{B\sqrt\pi}{4\lambda^{3/2}}+\frac{3\mathcal C\sqrt\pi}{8\lambda^{5/2}}+\frac{15\mathcal E\sqrt\pi}{16\lambda^{7/2}}=-\frac{3\pi}{4}.$$

Solving for the last coefficient,

$$\mathcal E=-\frac{2\mathcal C\lambda}{5}-\frac{4B\lambda^2}{15}-\frac{6A\lambda^3}{5}-\lambda^{7/2}\Big[\frac{4\sqrt\pi}{5}+\frac{12}{5}(\sqrt\zeta-\sqrt\eta)\Big].$$

For the energy, start from an integration by parts:

$$I_1(r)=\int_0^\infty ye^{-ry^2}\mathrm{erfc}(\nu y)\,dy=\frac1{2r}\Big(1-\frac{\nu}{\sqrt{r+\nu^2}}\Big).$$

Let $\chi=\nu/\sqrt{\lambda+\nu^2}$, so that $\lambda\,d\chi/d\lambda=-\frac12\chi(1-\chi^2)$. Each factor $y^2$ in the integrand is produced by $-d/d\lambda$:

$$I_3=-\frac{dI_1}{d\lambda}=\frac1{2\lambda^2}\Big(1-\frac32\chi+\frac12\chi^3\Big),$$

$$I_5=-\frac{dI_3}{d\lambda}=\frac1{\lambda^3}\Big(1-\frac{15}{8}\chi+\frac54\chi^3-\frac38\chi^5\Big).$$

The two terms containing inverse powers of $y$ diverge separately at $y=0$ and must be combined. Their contribution to (1) is

$$R=2\int_0^\infty\Big[\frac{e^{-\zeta y^2}-e^{-\eta y^2}}{y^3}-\frac{A e^{-\lambda y^2}}{y}\Big]\mathrm{erfc}(\nu y)\,dy .$$

Since $A=\eta-\zeta$, the bracket equals $y^{-1}\int_\zeta^\eta(e^{-py^2}-e^{-\lambda y^2})dp$. The remaining difference is $y^2\int_p^\lambda e^{-ry^2}dr$. Hence $R=\int_\zeta^\eta L(p)\,dp$, where, with $w_r=\sqrt{r+\nu^2}$ and $dr/r=2w\,dw/(w^2-\nu^2)$,

$$L(p)=2\int_p^\lambda I_1(r)\,dr=\int_{w_p}^{w_\lambda}\frac{2\,dw}{w+\nu}=2\ln\frac{\nu+w_\lambda}{\nu+w_p}.$$

Integrate $L$ by parts, using $pL'(p)=-(1-\nu/w_p)$:

$$R=A+2\nu(w_\zeta-w_\eta)+2\zeta\ln\frac{\nu+w_\zeta}{\nu+w_\lambda}-2\eta\ln\frac{\nu+w_\eta}{\nu+w_\lambda}.$$

The complete factor is

$$F_{SR}^{HJS}=R-\frac89\big[B\,I_1(\lambda)+\mathcal C I_3+\mathcal E I_5\big]. \tag{4}$$

Equations (3) and (4) were tested against direct quadrature over the holes. At $\nu=0$, (4) reproduces PBE to within $10^{-4}$ at the sampled points with $s\le3$; the residue reflects the finite accuracy of the fitted and rounded parameters.

### The table

Each entry is ITYH / HJS. The column $F$ is the PBE value at $\nu=0$.

| $s$ | $F$ | $\nu=0.1$ | $\nu=0.2$ | $\nu=0.5$ | $\nu=1$ | $\nu=2$ |
|---|---|---|---|---|---|---|
| 0 | 1.000 | 0.7836 / 0.7837 | 0.6063 / 0.6069 | 0.2769 / 0.2800 | 0.0965 / 0.0976 | 0.0268 / 0.0268 |
| 0.5 | 1.051 | 0.8186 / 0.8268 | 0.6290 / 0.6392 | 0.2821 / 0.2908 | 0.0972 / 0.0992 | 0.0268 / 0.0269 |
| 1 | 1.172 | 0.8998 / 0.9407 | 0.6806 / 0.7330 | 0.2931 / 0.3265 | 0.0985 / 0.1048 | 0.0269 / 0.0273 |
| 1.5 | 1.306 | 0.9872 / 1.0727 | 0.7346 / 0.8562 | 0.3037 / 0.3950 | 0.0996 / 0.1193 | 0.0270 / 0.0282 |
| 2 | 1.420 | 1.0601 / 1.1857 | 0.7784 / 0.9656 | 0.3116 / 0.4705 | 0.1005 / 0.1411 | 0.0271 / 0.0297 |
| 3 | 1.571 | 1.1550 / 1.3371 | 0.8338 / 1.1137 | 0.3208 / 0.5834 | 0.1014 / 0.1819 | 0.0271 / 0.0335 |

At $s=0$ the largest difference between the entries is about 0.003. ITYH uses the true uniform-gas hole there, while HJS uses a smooth model without its oscillations. From $s=0.5$ upwards, the largest gap in each row is in the column $\nu=0.2$. At $s=3$ it reaches 0.280, about a third of the ITYH value.

### Why the factors meet at both ends

For small $\nu$, use $\mathrm{erfc}(\nu y)=1-2\nu y/\sqrt\pi+\dots$ in (1), followed by (2):

$$F_{SR}=F-\frac{4\sqrt\pi}{3}\,q\,\nu+\dots$$

The curves start together but leave $\nu=0$ with different slopes. At $s=1$ the charges recovered from these slopes are −1.0000 for HJS and −1.2695 for ITYH. The second agrees with $-F^{3/2}$.

For large $\nu$, only small $y$ matters, where $J=-\frac12+cy^2+\dots$. The integrals of $y\,\mathrm{erfc}(\nu y)$ and $y^3\mathrm{erfc}(\nu y)$ are $1/(4\nu^2)$ and $3/(16\nu^4)$, so

$$F_{SR}=\frac1{9\nu^2}-\frac{c}{6\nu^4}+\dots$$

The leading term is independent of $s$. It gives the energy density $-\pi n^2/(4\omega^2)$, which is that of a contact interaction sampling the hole at zero separation. The next term distinguishes the methods. Since $J_0=-\frac12+y^2/10+\dots$, stretching gives $c=1/(10F)$ for ITYH. Expansion of the HJS hole gives $c=\frac1{10}-s^2/[27(1+s^2/4)]$, up to rounding of its constants.

At $s=1$ the predicted coefficients of $\nu^{-4}$ are −0.0142 for ITYH and −0.0117 for HJS. The values extracted at $\nu=10$ are −0.0142 and −0.0115. The leading term alone can still be poor at $\nu=2$: for $s=3$, HJS gives 0.0335 there, against $1/(9\nu^2)=0.0278$.

### Neon

Both factors are integrated over the PBE density used in the estimate:

$$E^{ITYH}_{SR}=-279.332\ \text{eV},\qquad E^{HJS}_{SR}=-283.620\ \text{eV}.$$

The requested difference is

$$E^{HJS}_{SR}-E^{ITYH}_{SR}=-4.288\ \text{eV}=-0.1576\ \text{hartree}.$$

These digits belong to the cc-pVQZ density. In aug-cc-pV5Z or a large uncontracted $s,p$ basis, both short-range energies rise by about 0.20 eV and the full-range PBE energy by about 0.24 eV, while the difference changes only to −4.292 eV.

The full-range energies, −327.521 eV for PBE and −327.523 eV for HJS, differ by 0.002 eV. The fit error is therefore negligible here. About 36% of the difference comes from within 0.15 Å of the nucleus, so it is not confined to the outer density.

## Comparison of the two

The estimate has the right sign but is too large by a factor $9.048/4.288=2.1$. Its slope is correct: at a very small $\omega$, the numerical slope for neon is 0.9994 times the analytic one. The discrepancy at $\omega=0.3$ therefore comes from higher orders in $\omega$.

The table shows their size. From (3), the next ITYH term is $+2F^2\nu^2$. At $s=1$ and $\nu=0.1$ it is $2\times1.172^2\times0.01=0.027$, which restores part of what the linear term removed. The HJS value, 0.941, lies only 0.005 above its own linear result, $1.172-0.236=0.936$. The gap therefore falls from the linear prediction $0.236\times0.2695=0.064$ to 0.041. At $\nu=0.2$ the linear prediction is 0.127 and the actual gap is 0.052. Neon has an exchange-weighted mean $\nu$ of 0.065 and mean $s$ of 0.67, but its energy samples a range of both. The gap evaluated at these means alone gives −4.03 eV, about 6% smaller in magnitude than the integral. HJS is less linear at small $s$ than at $s=1$. Over the neon density, the parts beyond the linear term are −6.92 eV for ITYH and −2.16 eV for HJS, and their difference takes −9.05 eV to −4.29 eV.

Short-range Fock exchange from the same orbitals gives a reference for the two energies: −283.636 eV. HJS lies 0.016 eV above it and ITYH 4.304 eV above it. The reference contains no correlation and inherits the PBE orbitals and the finite basis. Repeating the calculation in the aug-cc-pVQZ basis changes the HJS deviation to about −0.09 eV, and near the basis-set limit it is about −0.14 eV, so the positive sign in cc-pVQZ is a basis effect. The ITYH deviation remains about 4.2 eV.

The small HJS deviation should not be read as the accuracy of PBE exchange as a whole. Full-range Fock exchange is −328.142 eV, 0.62 eV below PBE in cc-pVQZ and about 0.47 eV below it near the basis-set limit. Nor does 0.016 eV measure the accuracy of the short-range HJS energy, because the deviation from Fock exchange happens to change sign near this $\omega$. With the same density it is +0.36 eV at $\omega=0.2$ bohr$^{-1}$ and −0.39 eV at $\omega=0.4$ bohr$^{-1}$. The ITYH deviation is much larger, 3.9 and 4.3 eV at those two values. Near the basis-set limit these four numbers become about +0.21, −0.54, 3.8 and 4.2 eV, and the long-range energies quoted next move by about 0.03 eV. For ITYH, the long-range remainder is $-327.521+279.332=-48.189$ eV, against $-328.142+283.636=-44.506$ eV for Fock exchange. Its excess hole charge makes the long-range part too negative and the short-range part too weak. Unit charge alone is not sufficient either: the hole $F^3J_0(Fy)$, with $F_{SR}=F\,f(\nu/F)$, has unit charge and the same full-range energy, but lies 1.8 eV below short-range Fock exchange. These errors largely cancel in the full-range sum, but the cancellation is lost when the long-range part is replaced by Fock exchange.

One neon atom does not establish a general ranking of the functionals. The charge defect $F^{3/2}-1$, however, follows from the rescaling itself and is present wherever the density has a gradient. The numerical output gives further digits and checks for the table and for neon at $\omega=0.3$ bohr$^{-1}$.

## Calculated quantities

```
Enhancement factors (dimensionless); columns are nu = omega/kF
  s    method      0.0      0.1      0.2      0.5      1.0      2.0
  0.0  ITYH    1.0000   0.7836   0.6063   0.2769   0.0965   0.0268
  0.0  HJS     1.0000   0.7837   0.6069   0.2800   0.0976   0.0268
  0.5  ITYH    1.0514   0.8186   0.6290   0.2821   0.0972   0.0268
  0.5  HJS     1.0514   0.8268   0.6392   0.2908   0.0992   0.0269
  1.0  ITYH    1.1724   0.8998   0.6806   0.2931   0.0985   0.0269
  1.0  HJS     1.1725   0.9407   0.7330   0.3265   0.1048   0.0273
  1.5  ITYH    1.3060   0.9872   0.7346   0.3037   0.0996   0.0270
  1.5  HJS     1.3060   1.0727   0.8562   0.3950   0.1193   0.0282
  2.0  ITYH    1.4197   1.0601   0.7784   0.3116   0.1005   0.0271
  2.0  HJS     1.4196   1.1857   0.9656   0.4705   0.1411   0.0297
  3.0  ITYH    1.5714   1.1550   0.8338   0.3208   0.1014   0.0271
  3.0  HJS     1.5715   1.3371   1.1137   0.5834   0.1819   0.0335
largest table gap at s=0: 0.00315
PBE factor at s=1: 1.17244
hole charge at s=1, HJS, integrated: -1.000000 electrons
hole charge at s=1, HJS, slope: -1.00000 electrons
hole charge at s=1, ITYH, slope: -1.26950 electrons
nu^-4 coefficient at s=1, nu=10, HJS: -0.01150
nu^-4 coefficient at s=1, nu=10, ITYH: -0.01420
largest quadrature error, ITYH: 2.2e-13
largest quadrature error, HJS: 2.2e-09
largest HJS-PBE factor error, s<=3, nu=0: 9.6e-05
GGA_X_ITYH_PBE: omega 0.33000 1/bohr, factor error 4.4e-16
GGA_X_HJS_PBE: omega 0.11000 1/bohr, factor error 4.4e-16
neon omega: 0.300 1/bohr = 0.5669 1/angstrom
neon integrated electrons: 10.000000
neon exchange-weighted mean s: 0.6746
neon exchange-weighted mean nu: 0.0651
neon full PBE exchange: -327.521 eV
neon full HJS exchange: -327.523 eV
neon full Fock exchange: -328.142 eV
neon short-range ITYH: -279.332 eV
neon short-range HJS: -283.620 eV
neon short-range Fock: -283.636 eV
HJS minus ITYH: -4.288 eV = -0.15760 hartree
ITYH minus Fock: 4.304 eV
HJS minus Fock: 0.016 eV
share of difference inside 0.15 angstrom: 0.3593
integrated excess hole charge: 1.9644 electrons
linear estimate of difference: -9.048 eV
numerical/analytic initial slope: 0.99943
```
